# Why crossed polarizations can give quarter-wavelength lines in atom deposition: a numerical check

```python
# Result under test: atoms with a J=1/2 -> 3/2 transition, focused by two
# counter-propagating waves with crossed linear polarizations, land with period
# lambda/4, because the two ground sublevels have minima at alternating places.
# Symbols: U1 = Omega^2/(4 Delta), light shift of the cycling transition;
# depth V = 4|U1|/3; k = 2 pi/lambda; w = beam radius (1/e^2 of intensity);
# L = distance from light to surface; K = kinetic energy;
# beta = sqrt(pi/2) k^2 w L V/K, focusing strength (1 = focus on the surface).
# Harmonic h of the landed density is the mean of cos(2 h k (z - z_min)).
import numpy as np
from scipy import constants as const
from scipy.special import jv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

HALF = Rational(1, 2)
eV, hbar = const.e, const.hbar


def couplings(J, Je):
    """Clebsch-Gordan matrices (excited x ground) for q = +1 and q = -1."""
    ng, ne = int(2 * J + 1), int(2 * Je + 1)
    out = {}
    for q in (1, -1):
        C = np.zeros((ne, ng))
        for g in range(ng):
            m = J - g
            e = int(Je - (m + q))
            if 0 <= e < ne:
                C[e, g] = float(clebsch_gordan(J, 1, Je, m, q, m + q))
        out[q] = C
    return out


def excitation(C, z, crossed):
    """Coupling matrix at z (in wavelengths), each wave of unit amplitude."""
    forward, backward = np.exp(2j * np.pi * z), np.exp(-2j * np.pi * z)
    E = np.array([forward, backward]) if crossed else np.array([forward + backward, 0])
    e_plus = -np.array([1, 1j]) / np.sqrt(2)
    e_minus = np.array([1, -1j]) / np.sqrt(2)
    return np.vdot(e_plus, E) * C[1] + np.vdot(e_minus, E) * C[-1]


def shift_matrix(C, z, crossed):
    """Ground-state light-shift matrix in units of U1."""
    W = excitation(C, z, crossed)
    return W.conj().T @ W


# ---------- potentials from the definition against the formulas ----------
C_half = couplings(HALF, 3 * HALF)
C_one = couplings(Rational(1), Rational(2))
NZ = 2000
zgrid = np.arange(NZ) / NZ
crossed_mats = np.array([shift_matrix(C_half, z, True) for z in zgrid])
parallel_mats = np.array([shift_matrix(C_half, z, False) for z in zgrid])
s = np.sin(4 * np.pi * zgrid)
shift_up, shift_down = crossed_mats[:, 0, 0].real, crossed_mats[:, 1, 1].real
assert np.allclose(shift_up, 4 / 3 - 2 / 3 * s, atol=1e-12)
assert np.allclose(shift_down, 4 / 3 + 2 / 3 * s, atol=1e-12)
assert np.max(abs(crossed_mats[:, 0, 1])) < 1e-12
raman_J1 = max(abs(shift_matrix(C_one, z, True)[0, 2]) for z in zgrid[::50])
assert raman_J1 > 0.05          # a J=1 ground state is mixed by the same light
for i in (0, 1):
    assert np.allclose(parallel_mats[:, i, i].real,
                       8 / 3 * np.cos(2 * np.pi * zgrid) ** 2, atol=1e-12)

# Full six-level Hamiltonian, without perturbation theory
rabi, detuning = 0.02, -1.0
U1_test = rabi ** 2 / (4 * detuning)


def six_levels(z):
    W = excitation(C_half, z, True) * rabi / 2
    H = np.zeros((6, 6), complex)
    H[2:, :2], H[:2, 2:] = W, W.conj().T
    H[2:, 2:] = -detuning * np.eye(4)
    return np.linalg.eigh(H)


for z in (0.03, 0.125, 0.21, 0.4, 0.77):
    sz = np.sin(4 * np.pi * z)
    expected = np.sort(U1_test * np.array([4 / 3 - 2 / 3 * sz, 4 / 3 + 2 / 3 * sz]))
    assert np.allclose(six_levels(z)[0][:2], expected, rtol=1e-3)
excited_weight = np.sum(abs(six_levels(-0.125)[1][2:, 0]) ** 2)
assert abs(excited_weight / (2 * U1_test / detuning) - 1) < 2e-3

# Positions of minima for both signs of the detuning
half_period = NZ // 2
for sign in (-1, 1):
    a = np.argmin(sign * shift_up[:half_period])
    b = np.argmin(sign * shift_down[:half_period])
    assert abs(abs(a - b) / NZ - 0.25) < 1e-3

# ---------- example: rough sodium-like values ----------
lam = 589e-9
k = 2 * np.pi / lam
mass = 23.0 * const.atomic_mass
T_oven = 650.0
speed = np.sqrt(3 * const.k * T_oven / mass)   # most probable speed in the flux
K = 0.5 * mass * speed ** 2
w0, L0, w_along = 15e-6, 100e-6, 100e-6
Delta = -400e-6 * eV
linewidth = 0.040e-6 * eV
fine_split = 2.13e-3 * eV
hfs_A = 3.66e-6 * eV
B_axial = 0.3
angle_rms = 1e-4


def depth_for(beta, w, L):
    return beta * K / (np.sqrt(np.pi / 2) * k ** 2 * w * L)


def land(shift, U1, w, L, angle=0.0, n_atoms=3000, steps=300):
    """Classical landing places for a tabulated potential U1*shift(z)."""
    U = U1 * shift
    force = -(np.roll(U, -1) - np.roll(U, 1)) / (2 * lam / NZ)
    table_z = np.append(zgrid, 1.0) * lam
    table_F = np.append(force, force[0])
    z = (np.arange(n_atoms) + 0.5) / n_atoms * lam
    vz = np.full(n_atoms, angle * speed)
    dt = 6 * w / speed / steps
    for i in range(steps):
        y = -3 * w + (i + 0.5) * speed * dt
        z = z + vz * dt / 2
        vz = vz + np.interp(z % lam, table_z, table_F) * np.exp(-2 * y * y / w ** 2) * dt / mass
        z = z + vz * dt / 2
    return z + vz * (L - 3 * w) / speed


def harmonic(z, h):
    return np.mean(np.exp(2j * h * k * (z - lam / 8)))


# Thin lens: trajectories against Bessel functions
w_thin = L0 / 100
for beta in (0.5, 1.0):
    U1 = -0.75 * depth_for(beta, w_thin, L0)
    up, down = land(shift_up, U1, w_thin, L0), land(shift_down, U1, w_thin, L0)
    for h in (1, 2, 3, 4):
        assert abs(harmonic(down, h).real - jv(h, h * beta)) < 0.01
        assert abs(harmonic(up, h).real - (-1) ** h * jv(h, h * beta)) < 0.01
    film = np.concatenate([up, down])
    assert abs(harmonic(film, 1)) < 1e-3 and abs(harmonic(film, 3)) < 1e-3
weak = [harmonic(land(shift_down, -0.75 * depth_for(b, w_thin, L0), w_thin, L0), 2).real
        for b in (0.1, 0.2)]
assert abs(weak[1] / weak[0] - 4) < 0.15   # quadratic onset of quarter-wave lines

# Lens of the example, with its real thickness
V = depth_for(1.0, w0, L0)
U1 = -0.75 * V
up, down = land(shift_up, U1, w0, L0), land(shift_down, U1, w0, L0)
film = np.concatenate([up, down])
c2_thick = harmonic(film, 2).real
assert abs(c2_thick - jv(2, 2)) < 0.05
parallel_film = land(parallel_mats[:, 0, 0].real, U1 / 2, w0, L0)  # same depth V

# Divergence: average over incoming angles against the blur factor
blur = angle_rms * L0


def blur_factor(h, width):
    return np.exp(-0.5 * (2 * h * k * width) ** 2)


nodes, weights = np.polynomial.hermite.hermgauss(7)
c2_angles = sum(wt * harmonic(land(shift_down, U1, w0, L0, np.sqrt(2) * x * angle_rms), 2)
                for x, wt in zip(nodes, weights)).real / np.sqrt(np.pi)
assert abs(c2_angles - c2_thick * blur_factor(2, blur)) < 0.01


def profile(z_atoms):
    z = zgrid * lam
    n = np.ones(NZ)
    for h in range(1, 26):
        c = harmonic(z_atoms, h) * blur_factor(h, blur)
        n += 2 * np.real(np.conj(c) * np.exp(2j * h * k * (z - lam / 8)))
    peaks = (n > np.roll(n, 1)) & (n >= np.roll(n, -1)) & (n > 1)
    return n, int(np.sum(peaks))


n_cross, lines_cross = profile(film)
n_par, lines_par = profile(parallel_film)
n_single, lines_single = profile(up)
assert (lines_cross, lines_par, lines_single) == (4, 2, 2)

# ---------- matter waves ----------
omega2 = hbar * (2 * k) ** 2 / (2 * mass)


def wave_harmonic(depth, w, L, h, N=128, steps=600):
    theta = 2 * np.pi * np.arange(N) / N
    order = np.fft.fftfreq(N) * N
    psi = np.ones(N, complex)
    dt = 6 * w / speed / steps
    half_kin = np.exp(-0.5j * omega2 * order ** 2 * dt)
    for i in range(steps):
        y = -3 * w + (i + 0.5) * speed * dt
        psi = np.fft.ifft(half_kin * np.fft.fft(psi))
        psi *= np.exp(0.5j * depth / hbar * np.cos(theta) * np.exp(-2 * y * y / w ** 2) * dt)
        psi = np.fft.ifft(half_kin * np.fft.fft(psi))
    drift = np.exp(-1j * omega2 * order ** 2 * (L - 3 * w) / speed)
    psi = np.fft.ifft(drift * np.fft.fft(psi))
    return np.mean(abs(psi) ** 2 * np.cos(h * theta))


c2_wave = wave_harmonic(V, w0, L0, 2)
assert abs(c2_wave - c2_thick) < 0.01
L_far, w_far = 6 * L0, w0 / 10      # here diffraction is strong
V_far = depth_for(1.0, w_far, L_far)
Phi_far = V_far * np.sqrt(np.pi / 2) * w_far / speed / (2 * hbar)
formula_far = jv(2, 2 * Phi_far * np.sin(2 * omega2 * L_far / speed))
assert abs(wave_harmonic(V_far, w_far, L_far, 2) - formula_far) < 0.005
assert abs(formula_far - jv(2, 2)) > 0.03

# ---------- light needed and photons scattered ----------
omega_light = 2 * np.pi * const.c / lam
gamma = linewidth / hbar
dipole = np.sqrt(3 * np.pi * const.epsilon_0 * hbar * const.c ** 3 * gamma / omega_light ** 3)
rabi_energy = np.sqrt(4 * Delta * U1)
E0 = rabi_energy / dipole
intensity = 0.5 * const.epsilon_0 * const.c * E0 ** 2
power = intensity * np.pi * w0 * w_along / 2
transit = np.sqrt(np.pi / 2) * w0 / speed
photons = gamma * transit * 2 * U1 / Delta

# ---------- nuclear spin 3/2 and axial field ----------
muB = const.physical_constants['Bohr magneton'][0]


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return (raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)


def spin_polarizations(B):
    """Mean of 2 S_z in the eight ground states."""
    S, I = spin_matrices(0.5), spin_matrices(1.5)
    H = sum(np.kron(a, b) for a, b in zip(S, I)) * hfs_A / eV * 1e6
    Sz = np.kron(S[2], np.eye(4))
    H = H + 2 * muB * B / eV * 1e6 * Sz
    vec = np.linalg.eigh(H)[1]
    return np.sort(np.real(np.sum(vec.conj() * (2 * Sz @ vec), axis=0)))


pol_zero = spin_polarizations(1e-6)
pol_field = spin_polarizations(B_axial)
assert np.allclose(pol_zero, [-1, -.5, -.5, 0, 0, .5, .5, 1], atol=1e-3)
c2_zero = np.mean(jv(2, 2 * pol_zero))
c2_field = np.mean(jv(2, 2 * pol_field))
assert c2_zero < 0.6 * c2_field

# ---------- second fine-structure line and Zeeman shifts ----------
C_D1 = couplings(HALF, HALF)


def depth_ratio(ground, B, with_D1=True):
    """Depth of one sublevel relative to the bare J=1/2 -> 3/2 model."""
    m = 0.5 - ground
    strength = {}
    for q in (1, -1):
        total = 0.0
        for C, Je, g, offset in ((C_half, 1.5, 4 / 3, 0.0), (C_D1, 0.5, 2 / 3, fine_split)):
            if offset and not with_D1:
                continue
            det = Delta + offset - muB * B * (g * (m + q) - 2 * m)
            total += np.sum(C[q][:, ground] ** 2) / det
        strength[q] = total
    sign = 1 if ground == 0 else -1
    return sign * (strength[1] - strength[-1]) / (2 / 3 / Delta)


ratio_D1 = depth_ratio(0, 0.0)
assert abs(ratio_D1 - (1 - Delta / (Delta + fine_split))) < 1e-9
assert abs(depth_ratio(0, 0.0, False) - 1) < 1e-9
r_up, r_down = depth_ratio(0, B_axial), depth_ratio(1, B_axial)
r_mean = (r_up + r_down) / 2        # intensity is readjusted to this mean


# ---------- thermal speeds, then all effects together ----------
x = np.linspace(0.05, 4, 8001)
flux = x ** 3 * np.exp(-1.5 * x ** 2)


def thermal(h, beta):
    return np.sum(flux * jv(h, h * beta / x ** 2)) / np.sum(flux)


c2_thermal = thermal(2, 1.0)
signed_betas = [(r_down * (1 - p) - r_up * (1 + p)) / (2 * r_mean) for p in pol_field]
c1_all = np.mean([thermal(1, b) for b in signed_betas]) * blur_factor(1, blur)
c2_all = np.mean([thermal(2, b) for b in signed_betas]) * blur_factor(2, blur)
assert abs(c1_all) < c2_all / 3
halving_blur = np.sqrt(2 * np.log(2)) / (4 * k)
assert abs(blur_factor(2, halving_blur) - 0.5) < 1e-12

# ---------- output ----------
u = 1e6 / eV
print(f"wavelength: {lam*1e9:.0f} nm")
print(f"pitch, parallel polarizations: {lam*1e9/lines_par:.1f} nm")
print(f"pitch, crossed polarizations: {lam*1e9/lines_cross:.1f} nm")
print(f"lines per wavelength, one sublevel alone: {lines_single}")
print(f"largest sublevel mixing for J=1, units of U1: {raman_J1:.3f}")
print(f"atomic mass: {mass/const.atomic_mass:.1f} u")
print(f"oven temperature: {T_oven:.0f} K")
print(f"most probable speed in flux: {speed:.0f} m/s")
print(f"kinetic energy K: {K/eV:.4f} eV")
print(f"light radius w along flight: {w0*1e6:.0f} um")
print(f"light radius along lines: {w_along*1e6:.0f} um")
print(f"light-to-surface distance L: {L0*1e6:.0f} um")
print(f"detuning: {Delta*u:.0f} ueV")
print(f"natural linewidth: {linewidth*u:.3f} ueV")
print(f"depth V for beta=1: {V*u:.3f} ueV")
print(f"U1: {U1*u:.3f} ueV")
print(f"Rabi energy: {rabi_energy*u:.1f} ueV")
print(f"intensity of each wave: {intensity/1e4:.0f} W/cm2")
print(f"power of each wave: {power*1e3:.0f} mW")
for b in (0.2, 0.5, 1.0):
    print(f"beta={b}: J1(beta)={jv(1,b):.4f}, J2(2 beta)={jv(2,2*b):.4f}")
print(f"second harmonic, trajectories in thick lens: {c2_thick:.4f}")
print(f"second harmonic, matter waves in thick lens: {c2_wave:.4f}")
print(f"beam divergence, rms: {angle_rms*1e3:.1f} mrad")
print(f"blur from divergence, rms: {blur*1e9:.0f} nm")
print(f"blur factor of second harmonic: {blur_factor(2,blur):.3f}")
print(f"crossed, peak / valley density (mean 1): {n_cross.max():.2f} / {n_cross.min():.2f}")
print(f"parallel, same depth, peak / valley: {n_par.max():.2f} / {n_par.min():.2f}")
print(f"first harmonic for 5 % population imbalance: {0.05*jv(1,1):.4f}")
print(f"photons scattered per atom, upper size: {photons:.4f}")
print(f"fine-structure splitting: {fine_split*u:.0f} ueV")
print(f"depth ratio with second fine-structure line: {ratio_D1:.3f}")
print(f"hyperfine constant: {hfs_A*u:.2f} ueV")
print("2<Sz> near zero field:", " ".join(f"{abs(p) if abs(p)<5e-3 else p:.2f}" for p in pol_zero))
print(f"axial field: {B_axial:.1f} T")
print(f"Bohr magneton times field: {muB*B_axial*u:.1f} ueV")
print("2<Sz> in axial field:", " ".join(f"{p:.3f}" for p in pol_field))
print(f"second harmonic with nuclear spin, near zero field: {c2_zero:.4f}")
print(f"second harmonic with nuclear spin, axial field: {c2_field:.4f}")
print(f"depth ratios in field, m=+1/2 and -1/2: {r_up:.3f} {r_down:.3f}")
print(f"second harmonic with thermal speeds only: {c2_thermal:.4f}")
print(f"combined estimate, first harmonic (half-wave): {c1_all:.4f}")
print(f"combined estimate, second harmonic (quarter-wave): {c2_all:.4f}")
print(f"extra rms blur that halves quarter-wave term: {halving_blur*1e9:.1f} nm")
print("no test failed")
```

Running it gives:

```
wavelength: 589 nm
pitch, parallel polarizations: 294.5 nm
pitch, crossed polarizations: 147.2 nm
lines per wavelength, one sublevel alone: 2
largest sublevel mixing for J=1, units of U1: 0.167
atomic mass: 23.0 u
oven temperature: 650 K
most probable speed in flux: 840 m/s
kinetic energy K: 0.0840 eV
light radius w along flight: 15 um
light radius along lines: 100 um
light-to-surface distance L: 100 um
detuning: -400 ueV
natural linewidth: 0.040 ueV
depth V for beta=1: 0.393 ueV
U1: -0.295 ueV
Rabi energy: 21.7 ueV
intensity of each wave: 3645 W/cm2
power of each wave: 86 mW
beta=0.2: J1(beta)=0.0995, J2(2 beta)=0.0197
beta=0.5: J1(beta)=0.2423, J2(2 beta)=0.1149
beta=1.0: J1(beta)=0.4401, J2(2 beta)=0.3528
second harmonic, trajectories in thick lens: 0.3482
second harmonic, matter waves in thick lens: 0.3465
beam divergence, rms: 0.1 mrad
blur from divergence, rms: 10 nm
blur factor of second harmonic: 0.913
crossed, peak / valley density (mean 1): 2.35 / 0.60
parallel, same depth, peak / valley: 4.22 / 0.49
first harmonic for 5 % population imbalance: 0.0220
photons scattered per atom, upper size: 0.0020
fine-structure splitting: 2130 ueV
depth ratio with second fine-structure line: 1.231
hyperfine constant: 3.66 ueV
2<Sz> near zero field: -1.00 -0.50 -0.50 0.00 0.00 0.50 0.50 1.00
axial field: 0.3 T
Bohr magneton times field: 17.4 ueV
2<Sz> in axial field: -1.000 -0.987 -0.980 -0.979 0.979 0.980 0.987 1.000
second harmonic with nuclear spin, near zero field: 0.1457
second harmonic with nuclear spin, axial field: 0.3466
depth ratios in field, m=+1/2 and -1/2: 1.127 1.336
second harmonic with thermal speeds only: 0.2119
combined estimate, first harmonic (half-wave): 0.0085
combined estimate, second harmonic (quarter-wave): 0.1916
extra rms blur that halves quarter-wave term: 27.6 nm
no test failed
```
